# How pressure metallizes layered MoS2: sulfur coupling in a two-layer chain

**Q.** I squeeze a MoS$_2$ crystal and its resistance eventually looks metallic. The layers are held together weakly. Why should pushing them together affect the gap at all?

**A.** Because the states at the gap edges are not purely molybdenum states. They contain sulfur $p_z$ orbitals, which point out of the layer towards the sulfur of the next one. Take one S-Mo-S layer at a fixed in-plane momentum and keep three orbitals: $p_z$ on the lower sulfur sheet (amplitude $b$), one Mo $d$ orbital ($d$), and $p_z$ on the upper sheet ($u$). The orbitals are taken as orthogonal, and spin-orbit coupling and correlation are left out. Energies are measured from the sulfur level, and the $d$ level is $\varepsilon$.

Both $p_z$ orbitals have their positive lobe upward. The $d$ orbital is even under reflection in the Mo plane, which turns upper $p_z$ into minus lower $p_z$. It therefore couples to them with opposite signs, $+V$ and $-V$. Its coupling to $(u-b)/\sqrt2$ is $(V+V)/\sqrt2=\sqrt2\,V$, and its coupling to $(u+b)/\sqrt2$ vanishes.

Let the sulfur level sit at a general energy $x$, for later use. The two coupled levels obey

$$(E-\varepsilon)(E-x)=2V^2 ,$$

and the upper one is

$$E(x)=\frac{\varepsilon+x}{2}+\sqrt{\Big(\frac{\varepsilon-x}{2}\Big)^2+2V^2}.$$

An isolated layer has $x=0$. Differentiating the product equation gives $E'(E-x)+(E-\varepsilon)(E'-1)=0$, so

$$W\equiv\frac{dE}{dx}=\frac{E-\varepsilon}{2E-\varepsilon-x}.$$

This is the sulfur weight of the state. The eigenvector obeys $(E-x)\,p=\sqrt2\,V d$ with $p=(u-b)/\sqrt2$, hence $d^2/p^2=(E-x)^2/2V^2=(E-x)/(E-\varepsilon)$, and $p^2/(p^2+d^2)$ is the expression above.

**Q.** Which states form the gap?

**A.** I take their positions as inputs: the valence top at $\Gamma$, where the upper level is filled, and the conduction bottom at Q, halfway from $\Gamma$ to K, where it is empty. Each has its own $\varepsilon$ and $V$. The round values, in the rough regime of MoS$_2$, are $\varepsilon_\Gamma=2.0$, $V_\Gamma=1.6$, $\varepsilon_Q=4.2$ and $V_Q=2.0$ eV. For one layer they give

$$E_\Gamma(0)=1.0+\sqrt{1.0+5.12}=3.474\ \text{eV},\qquad E_Q(0)=2.1+\sqrt{4.41+8.0}=5.623\ \text{eV}.$$

The $\Gamma$-Q gap is 2.149 eV, and the sulfur weights are 0.298 and 0.202. The model counts all of this weight as $p_z$. That is fair at $\Gamma$, but in real MoS$_2$ the sulfur part of the Q state is mostly $p_x,p_y$, so the Q side of the model is only a stand-in. This is not the smallest gap of a real single layer, whose band edges both lie at K. Throughout, "gap" means the $\Gamma$-Q separation, which is the one that closes under pressure in this model.

**Q.** Do both edges feel the neighbouring layer equally?

**A.** No. Each outer sulfur faces three sulfurs of the next layer, displaced sideways by vectors $\boldsymbol\delta_j$ of length $a/\sqrt3$, where $a$ is the in-plane lattice constant. Let $t>0$ be the sum of the three hoppings. At in-plane momentum $\mathbf q$ it is multiplied by $F=\frac13\sum_j e^{i\mathbf q\cdot\boldsymbol\delta_j}$. Along $\Gamma$-K, with $\boldsymbol\delta_j=(0,a/\sqrt3)$ and $(\pm a/2,-a/2\sqrt3)$,

$$F=\tfrac13\left[1+2\cos(qa/2)\right].$$

At $\Gamma$, $F=1$. At Q, $q=2\pi/3a$ and $F=2/3$. At K, $q=4\pi/3a$ and $F=0$: the three paths cancel, so K edges do not move in this $p_z$ model.

In the 2H crystal the cell holds two layers. The displacements reverse at the next interface, giving $F^*$. The two phases cancel over a cell and can be absorbed into the orbitals of every second layer. What remains is a chain with hopping $h=|F|t$.

**Q.** What does that chain do to the edges?

**A.** Let $\theta$ be the phase from one layer to the next. The upper sulfur of a layer couples to the lower sulfur of the layer above:

$$Eb=-Vd+he^{-i\theta}u,\quad Ed=\varepsilon d+V(u-b),\quad Eu=Vd+he^{i\theta}b .$$

At $\theta=\pi$, subtracting the first equation from the third gives

$$E(u-b)=2Vd+h(u-b).$$

This is the single-layer problem with the sulfur level raised to $x=+h$. At $\theta=0$ the last term changes sign and $x=-h$. The sum $u+b$ decouples, at $-h$ for $\theta=\pi$ and $+h$ for $\theta=0$.

To see that these are the band edges, expand the determinant:

$$P(E)+2V^2h\cos\theta=0,\qquad P(E)=(E-\varepsilon)(E^2-h^2)-2V^2E .$$

Hence $P'(E)\,dE/d\cos\theta=-2V^2h$. All three roots are real for every $\theta$, so $P'\ge0$ at the highest one. The case $P'=0$ needs two equal roots, which can occur only at $\theta=0$ or $\pi$: anywhere else, a small change of $\cos\theta$ in one direction would make them complex. The top band therefore falls steadily as $\cos\theta$ grows, from its maximum at $\theta=\pi$ to its minimum at $\theta=0$. The phase across the two-layer cell is $2\theta$, so both edges appear at $k_z=0$. Within the model,

$$E_v=E_\Gamma(+t),\qquad E_c=E_Q(-\tfrac23t).$$

The second formula requires $E_c>\tfrac23t$; otherwise the decoupled sulfur level becomes the band minimum.

**Q.** So the valence edge rises and the conduction edge falls. Can I use a linear law?

**A.** For small $t$, yes. With single-layer weights the gap is

$$G\simeq G_0-\left(W_\Gamma+\tfrac23W_Q\right)t .$$

The function $E(x)$ is convex, because it is a linear term plus the square root of a squared linear term and a positive constant. Its slope $W$ therefore grows as $t$ raises the valence state, and shrinks as $t$ lowers the conduction state. The valence rise accelerates while the conduction descent slows.

The linear law puts closing at $t=2.149/(0.298+0.135)\approx4.97$ eV. The full condition $E_\Gamma(t)=E_Q(-\tfrac23t)$ gives 3.662 eV, so the linear value is 36% too high relative to the full one. At closing both edges are at

$$2.831+\sqrt{0.831^2+5.12}=0.879+\sqrt{3.321^2+8.0}=5.241\ \text{eV}.$$

The validity condition holds, since $\tfrac23t=2.44$ eV. The valence state is now 67% sulfur and the conduction state 12%.

**Q.** I control pressure, not $t$. How do I convert?

**A.** Assume rigid layers, so that all the shrinkage of the layer spacing $D$ occurs between the sulfur sheets, and let

$$t=t_0e^{(D_0-D)/\lambda},\qquad -D\frac{dP}{dD}=M_0+M'P .$$

Here $M_0$ is the stiffness along the stacking axis and $M'$ its growth with pressure. Separating variables and integrating from $P=0$ gives $\frac1{M'}\ln(1+M'P/M_0)=\ln(D_0/D)$, or

$$P=\frac{M_0}{M'}\left[\left(\frac{D_0}{D}\right)^{M'}-1\right].$$

I use $t_0=1.6$ eV, $\lambda=0.09$ nm, $D_0=0.615$ nm, $M_0=50$ GPa and $M'=15$. Closing then needs

$$D=0.615-0.09\ln(3.662/1.6)=0.5405\ \text{nm},$$

$$P=\tfrac{50}{15}\left[(0.615/0.5405)^{15}-1\right]\approx19.8\ \text{GPa}=198\ \text{kbar}.$$

| $P$ (GPa) | $E_v$ (eV) | $E_c$ (eV) | gap (eV) |
|---:|---:|---:|---:|
| 0 | 4.07 | 5.43 | 1.36 |
| 10 | 4.77 | 5.30 | 0.53 |
| 20 | 5.25 | 5.24 | −0.01 |
| 30 | 5.64 | 5.20 | −0.44 |

The rate of closing follows from the chain rule, with weights at the current $t$:

$$\frac{dG}{dP}=-\left(W_v+\tfrac23W_c\right)\frac{tD}{\lambda(M_0+M'P)} .$$

It falls in magnitude from 123 meV/GPa at zero pressure to 48 meV/GPa at closing. Although $t$ and $W_v$ grow, the stiffness grows more, from 50 to 347 GPa.

**Q.** Which edge does most of the work?

**A.** The valence edge. From ambient pressure to closing it rises by 1.17 eV, while the conduction edge falls by 0.19 eV. If the conduction edge at Q is held at its single-layer energy, the $\Gamma$-Q gap closes only at about 30 GPa. The reverse cannot work while the formula for $E_c$ holds: $E_Q(x)$ stays above $\varepsilon_Q=4.2$ eV, and the single-layer valence edge is at 3.474 eV.

The small descent at Q still matters for where the electrons go. I place the single-layer K conduction edge 0.2 eV below Q, at 5.423 eV. At ambient pressure Q and K are then nearly level in the model, with K lower by about 0.01 eV; in real bulk MoS$_2$ the conduction minimum is already at Q. At closing, Q is lower by 0.18 eV. With Q held fixed, the rising valence edge would instead meet K first, at about 24 GPa.

**Q.** When two bands meet, don't they repel and reopen the gap?

**A.** They would if the crystal potential could mix them. These edges have different in-plane momenta, and a perfect periodic crystal does not mix such states. The valence top can therefore pass above the conduction bottom, and electrons move from $\Gamma$ to Q. Disorder or electron-hole attraction can mix them, which lies outside this band model.

**Q.** Should I expect a sudden jump to a good metal?

**A.** Not from this mechanism at low temperature. Let $F_p$ be the energy to which a pocket is filled, $m$ its in-plane mass and $g$ its number of valleys. Near an edge the energy changes by $J\varphi^2/2$ with the phase deviation $\varphi$, where $J=2V^2h/P'(E)$. A parabolic band in the plane has $m/\pi\hbar^2$ states per energy and area, spin included, so

$$n=\frac{gm}{\pi\hbar^2}\frac1{2\pi D}\int_{-\varphi_0}^{\varphi_0}\left(F_p-\frac{J\varphi^2}{2}\right)d\varphi=\frac{gm}{\pi\hbar^2}\,\frac{2F_p}{3\pi D}\sqrt{\frac{2F_p}{J}},$$

with $\varphi_0=\sqrt{2F_p/J}$. Equal electron and hole numbers fix the ratio of the two fillings, and their sum is the overlap. Close to the transition the density therefore grows from zero as the $3/2$ power of the overlap, and hence of $P-P_c$, where $P_c$ is the closing pressure.

With in-plane masses held fixed at 0.7 (holes) and 0.6 (electrons) free-electron masses, although pressure would change them somewhat, and with six Q valleys, a count over the full $k_z$ dispersion 5 GPa beyond closing gives an overlap of 0.23 eV and about $1.6\times10^{20}$ cm$^{-3}$ of each carrier. This is a semimetal.

At 300 K the onset is blurred further: the gap is already down to $4k_BT$ at 17.7 GPa. If the in-plane masses are used in every direction, a hydrogen-like exciton with relative permittivity 12 is bound by about 30 meV. On that rough estimate, electron-hole pairing could alter the simple overlap picture within about 0.6 GPa of closing.

**Q.** Would a bilayer flake metallize at the same pressure?

**A.** Not at the same spacing. To first order, one interface couples two equal layer states with amplitude $-hW/2$, because the state has amplitudes $\pm\sqrt{W/2}$ on its two sulfur sheets. The bilayer levels shift by $\pm hW/2$. In the bulk each layer has two neighbours, the band is $-hW\cos\theta$, and its edges shift by $\pm hW$, twice as far. With the spacing and all parameters held at their bulk closing values, the full bilayer calculation leaves a gap of 0.65 eV.

**Q.** How far should I trust 20 GPa for my sample?

**A.** As a rough scale set by the chosen inputs, not as a prediction. Real bulk MoS$_2$ has an indirect gap of roughly 1.3 eV, and metallic behaviour is reported at roughly 20 to 40 GPa, depending on the sample and the pressure conditions. The model lands at the lower end, but with such rough inputs this agreement does not test the mechanism. Changing the inputs one at a time shows how much rests on them:

- A decay length of 0.08 or 0.10 nm gives 15 or 26 GPa.
- If the S-Mo-S layers take 20% of the shrinkage, closing moves to 36 GPa. The layer spacing must then shrink by 15% instead of 12%, and the stiffness at closing is 587 instead of 347 GPa.
- In-plane strain is about 4.9% at 19.8 GPa for a stiffness of 400 GPa. If it shifts the gap by 0.05 eV per percent, closing moves to 28 GPa when strain widens the gap and to 16 GPa when it narrows it.
- That strain also shortens the Mo-S bonds. If the coupling varies as the bond length to the power $-3.5$, it grows, raises both edges, and changes the result only to 19.3 GPa.

The largest shift in this list comes from letting the layers shrink, but the ranking depends on the sizes of the changes chosen. In the formula for $t$, a 20% share for the layers acts exactly like raising $\lambda$ from 0.09 to $0.09/0.8=0.1125$ nm. The closing hopping of 3.7 eV is also large, at a sulfur-sulfur distance of 0.29 nm, so neglecting orbital overlap is doubtful there: the overlaps of atomic sulfur $3p_z$ orbitals with the three facing neighbours add up to about 0.3. Including them, with $t_0$ refitted to the ambient gap, can move the closing pressure by tens of GPa, more than any change in the list above. The exponential law for $t$ is itself an assumption. As the sheets approach, the line between facing sulfurs tilts further from the stacking axis, which weakens the head-on part of the $p_z$ coupling. The assumed growth is also steep: $t$ rises 2.3-fold by closing, whereas an inverse-square dependence on the sulfur-sulfur distance, which falls from 0.35 to 0.29 nm, would give only about 1.5-fold and leave a gap of about 0.9 eV at the same spacing. That estimate leaves out the tilt. The overlap of atomic sulfur $3p_z$ orbitals, which includes it, grows only about 1.35-fold over the same compression. A hopping proportional to it leaves a gap near 1.0 eV at 20 GPa, and at fixed $a$ that gap widens again on further compression, as the tilt wins. So not only the closing pressure but closing itself rests on the assumed steep law: with slower growth, this $p_z$ mechanism alone may not close the gap. Finally, the model keeps the stacking fixed. It cannot predict layers sliding into another arrangement, which could shift the edges abruptly, and real MoS$_2$ is reported to begin such a change of stacking at around 20 GPa. The numerical output below gives the remaining intermediate values.

## Numbers as computed

```
Gamma inputs: d level 2.0 eV, coupling 1.6 eV
Q inputs: d level 4.2 eV, coupling 2.0 eV
ambient hopping 1.6 eV, decay length 0.09 nm
ambient spacing 0.615 nm, S sheet gap 0.3 nm, a 0.316 nm
c stiffness 50.0 GPa, pressure slope 15.0
masses: hole 0.7, electron 0.6 m_e; Q valleys 6
registry factor Gamma, Q, K: 1.000 0.667 0.000
single-layer edges Gamma, Q: 3.474 5.623 eV
single-layer Gamma-Q gap: 2.149 eV
single-layer S weights Gamma, Q: 0.298 0.202
P (GPa), D (nm), t (eV), Ev (eV), Ec (eV), gap (eV):
   0 0.6150 1.600 4.072 5.431 1.360
   5 0.5786 2.399 4.471 5.351 0.880
  10 0.5607 2.925 4.772 5.303 0.531
  15 0.5489 3.334 5.026 5.268 0.242
  20 0.5402 3.674 5.250 5.240 -0.010
  25 0.5332 3.969 5.452 5.217 -0.235
  30 0.5275 4.231 5.638 5.198 -0.440
closing pressure: 19.80 GPa = 198 kbar
closing hopping: 3.662 eV; linear law: 4.968 eV
closing spacing: 0.5405 nm, sheet gap 0.2255 nm
S-S distance at closing: 0.290 nm
edge energy at closing: 5.241 eV
valence rise from single layer: 1.767 eV
conduction drop from single layer: 0.381 eV
S weights at closing Gamma, Q: 0.672 0.119
gap slope at 0 GPa: -122.9 meV/GPa
gap slope at closing: -47.7 meV/GPa
closing if only valence edge moves: 29.57 GPa
isolated bilayer gap at closing spacing: 0.648 eV
single-layer K edge below Q (input): 0.2 eV
overlap 5 GPa past closing: 0.226 eV
hole, electron filling there: 0.159 0.068 eV
density of each carrier there: 1.58e+20 cm^-3
closing, decay 0.08 nm: 15.08 GPa
closing, decay 0.10 nm: 25.83 GPa
closing, layers take 20% of shrinkage: 35.82 GPa
in-plane stiffness (input): 400 GPa
in-plane strain at closing: 4.9 %
closing with stronger Mo-S coupling: 19.27 GPa
deformation potential (input): 0.05 eV per %
closing, strain widens gap: 27.64 GPa
closing, strain narrows gap: 15.83 GPa
thermal energy at 300 K: 25.9 meV
pressure where gap is 4 kT: 17.68 GPa
exciton binding, permittivity 12: 30.5 meV
exciton pressure half-window: 0.64 GPa
```
